\section*{Energy-Independent Boundary Conditions for the Two-Valley Dirac Equation, part 2}

Massless Dirac electrons on a honeycomb lattice meet a straight, translation-invariant, impenetrable edge. We seek the boundary conditions of particular lattice edges and the resulting spectra, for noninteracting electrons without real spin or magnetic field.

The lattice constant is $a$ and the nearest-neighbour matrix element is $-t$, with $t>0$. One $B$ neighbour of each $A$ site lies directly above it, along $+y$. The valleys $K$ and $K'$ are at $\pm\mathbf K=(\pm K,0)$, $K=4\pi/(3a)$. The full amplitude on sublattice $A$ is $e^{i\mathbf K\cdot\mathbf r}\psi_A+e^{-i\mathbf K\cdot\mathbf r}\psi'_A$, and similarly on $B$. The envelopes $\psi=(\psi_A,\psi_B)^T$ and $\psi'=(\psi'_A,\psi'_B)^T$ enter the spinor $\Psi=(\psi,\chi)^T$, with $\chi=(-\psi'_B,\psi'_A)^T$. The Hamiltonian is
\begin{equation}
 H=v\,\tau_0\otimes(\sigma_xp_x+\sigma_yp_y),
\end{equation}
with $\hbar v=\sqrt3ta/2$. The matrices $\tau_i$ act on the valley index and $\sigma_i$ on the sublattice index. The momentum $\mathbf p=\hbar\mathbf q$ is measured from the valley point, $\hbar k$ is its component along the edge, and $E$ is the energy.

At the edge $\Psi=M\Psi$. The general current-conserving $M$ has four parameters:
\begin{equation}
 M=P_+\otimes\mathbf n_1\cdot\boldsymbol\sigma
 +P_-\otimes\mathbf n_2\cdot\boldsymbol\sigma .
 \label{eq:general}
\end{equation}
Here $P_\pm=\tfrac12(1\pm\boldsymbol\nu\cdot\boldsymbol\tau)$, $\boldsymbol\nu$ is a unit valley vector, and the unit vectors $\mathbf n_j$ are perpendicular to the edge normal $\mathbf N$. For a sample at $y>0$, $\mathbf n_j=(\cos\theta_j,0,\sin\theta_j)$. Time reversal requires $\mathbf n_2=-\mathbf n_1$, which leaves three parameters:
\begin{equation}
 M=(\boldsymbol\nu\cdot\boldsymbol\tau)\otimes
 (\mathbf n\cdot\boldsymbol\sigma),
 \qquad |\boldsymbol\nu|=|\mathbf n|=1,\quad
 \mathbf n\cdot\mathbf N=0. \label{eq:TR}
\end{equation}

The "classification error" in the numerical output is the largest Frobenius-norm difference found when matrices $M$ from random current-free subspaces were rebuilt from \eqref{eq:general}.

\subsection{A zigzag edge with an edge-site energy}

Let the outermost atoms of the half-plane $y>0$ be $B$ atoms with site energy $u$. Each has two $A$ neighbours inside the sample, with amplitudes $A_L$ and $A_R$, and lacks the neighbour directly below it. Its equation is
\begin{equation}
 (E-u)B=-t(A_L+A_R).
\end{equation}
Continue the bulk solution to the missing site, where its amplitude is $A_0$. The bulk equation would read
\begin{equation}
 EB=-t(A_L+A_R+A_0).
\end{equation}
Subtracting the first equation from the second gives $uB=-tA_0$, or
\begin{equation}
 A_0=-gB,\qquad g=u/t.
\end{equation}
The energy has cancelled. The missing atom has the same $x$ coordinate as the edge atom, so the valley phases $e^{\pm iKx}$ cancel too. The valleys have different conserved momenta along this edge and do not mix. At leading order in $|q|a$, where $\mathbf q$ is measured from the valley point, both envelopes can be taken at one edge point:
\begin{equation}
 \psi_A=-g\psi_B,\qquad \psi'_A=-g\psi'_B .
\end{equation}

In valley $K$ the allowed spinor is proportional to $(-g,1)^T$. Its normalized expectation value of $\boldsymbol\sigma$ gives
\begin{equation}
 \mathbf n=\left(-\frac{2g}{1+g^2},0,
 -\frac{1-g^2}{1+g^2}\right). \label{eq:nzz}
\end{equation}
In the other valley $\chi\propto(-1,-g)^T\propto(1,g)^T$, whose expectation value is $-\mathbf n$. Therefore
\begin{equation}
 M=\tau_z\otimes\mathbf n\cdot\boldsymbol\sigma .
\end{equation}
A real edge potential thus rotates $\mathbf n$ within the time-reversal-invariant family. At $u=0$ the condition is $\psi_A=\psi'_A=0$. At $|u|\to\infty$ it is $\psi_B=\psi'_B=0$, because the outer $B$ atoms are excluded.

The cancellation of $E$ is a property of this edge, and other edges can lack it. Suppose that each edge atom is also coupled by $\lambda$ to an extra orbital of energy $\epsilon_0$ and amplitude $c$. Then $(E-\epsilon_0)c=\lambda B$, and eliminating $c$ replaces $u$ by $u+\lambda^2/(E-\epsilon_0)$. The boundary matrix is nearly constant if $|E|\ll|\epsilon_0|$ and $\lambda^2|E|\ll t\epsilon_0^2$, since the second condition keeps the change of $g$ small. Near the resonance $g$ diverges and the condition passes through $\psi_B=\psi'_B=0$. For $u=0$ it turns over an energy range of about $\lambda^2/t$. Let $|u|\lesssim t$. If the energies of interest include the resonance, or come within about $\lambda^2/t$ of it, and this range is not large compared with them, $M$ changes strongly with energy, and no single constant $M$ describes the edge at all of them. A resonance that lies outside those energies by many times $\lambda^2/t$ leaves $M$ nearly constant. If $\lambda$ is comparable to $t$, $M$ stays nearly constant at low energy even for $\epsilon_0=0$: the extra orbital then acts like one more row of atoms.

\subsection{An armchair edge}

Now let the normal be along $x$. An armchair edge removes both sublattices on a line $x=x_0$. The equations of the first remaining atoms agree with the bulk equations if the continued amplitudes vanish on that line. Here the valleys combine:
\begin{equation}
 e^{iKx_0}\psi+e^{-iKx_0}\psi'=0.
\end{equation}
Set $\varphi=2Kx_0$ and use $\psi'=i\sigma_y\chi$. Then
\begin{equation}
 \psi=-e^{-i\varphi}i\sigma_y\chi,\qquad
 \chi=e^{i\varphi}i\sigma_y\psi .
\end{equation}
The second relation follows by multiplying the first by $i\sigma_y$, with $(i\sigma_y)^2=-1$. Thus
\begin{equation}
 M=\begin{pmatrix}0&-ie^{-i\varphi}\\ie^{i\varphi}&0\end{pmatrix}
 \otimes\sigma_y
 =(\boldsymbol\nu\cdot\boldsymbol\tau)\otimes\sigma_y,
\end{equation}
with
\begin{equation}
 \boldsymbol\nu=(-\sin\varphi,\cos\varphi,0),\qquad
 \mathbf n=\hat{\mathbf y}.
\end{equation}
The vector $\mathbf n$ lies along the edge, while $\boldsymbol\nu$ records the valley phase at the edge position.

\subsection{States bound to one edge}

Return to $y>0$ and the general matrix $M$. The projectors $P_\pm$ commute with $H$, so the problem separates into two two-component problems. In problem $j$, try
\begin{equation}
 \eta_j e^{ikx-\kappa y},\qquad
 \mathbf n_j\cdot\boldsymbol\sigma\,\eta_j=\eta_j,
 \qquad \kappa>0.
\end{equation}
With $\varepsilon=E/(\hbar v)$, the Dirac equation becomes
\begin{equation}
 (k\sigma_x+i\kappa\sigma_y-\varepsilon)\eta_j=0.
 \label{eq:edgeeq}
\end{equation}
Take its inner product with $\eta_j$, $\sigma_x\eta_j$ and $\sigma_z\eta_j$. For normalized $\eta_j$, $\langle\sigma_x\rangle=\cos\theta_j$, $\langle\sigma_y\rangle=0$ and $\langle\sigma_z\rangle=\sin\theta_j$. Using $i\sigma_x\sigma_y=-\sigma_z$, $\sigma_z\sigma_x=i\sigma_y$ and $i\sigma_z\sigma_y=\sigma_x$, we find
\begin{align}
 k\cos\theta_j&=\varepsilon,\\
 k-\kappa\sin\theta_j&=\varepsilon\cos\theta_j,\\
 \kappa\cos\theta_j&=\varepsilon\sin\theta_j .
\end{align}
Insert the first equation into the others. The second becomes $\kappa\sin\theta_j=k\sin^2\theta_j$, and the third becomes $\kappa\cos\theta_j=k\sin\theta_j\cos\theta_j$. Multiply them by $\sin\theta_j$ and $\cos\theta_j$ respectively and add:
\begin{equation}
 E=\hbar vk\cos\theta_j,\qquad
 \kappa=k\sin\theta_j>0. \label{eq:edge}
\end{equation}
These values satisfy all three equations. They are also sufficient: no spinor is an eigenvector of both $\sigma_x$ and $\sigma_z$, so the three test vectors span the two-dimensional space, and the left side of \eqref{eq:edgeeq} must vanish.

The inequality selects one sign of $k$ for each $j$. At $\sin\theta_j=0$ the solution does not decay and is not bound to the edge. The valley axis $\boldsymbol\nu$ is absent from \eqref{eq:edge}, so the spectrum of a single straight edge, given as a function of the envelope momentum $k$ alone, cannot determine it. The full crystal momentum can add information, because it also shows near which valley a state lies.

With time reversal, $\theta_2=\theta_1+\pi$. If $\sin\theta_1\ne0$, there is one bound state at each nonzero $k$, and its energy is the same at $k$ and $-k$. For $\theta_1=50^\circ$ and $\theta_2=230^\circ$, a determinant search that does not use \eqref{eq:edge} found $E/(\hbar v|k|)=0.6428$ at both signs of $k$.

Without time reversal the two states can lie on the same side. For $\theta_1=50^\circ$ and $\theta_2=80^\circ$, the search found $0.6428$ and $0.1736$ at $k>0$ and no bound state at $k<0$. Both cases conserve current; current conservation alone does not imply time-reversal symmetry.

\subsection{Two armchair edges and the valley angle}

Place armchair-type conditions at $x=0$ and $x=W$, with valley vectors $\boldsymbol\nu_1$ and $\boldsymbol\nu_2$ and with $\mathbf n=\hat{\mathbf y}$ at both. First set the momentum along the ribbon to zero. The eigenvectors of $\sigma_x$ are $f_\pm=(1,\pm1)^T/\sqrt2$, and
\begin{equation}
 \Psi(x)=c_+\otimes f_+e^{i\varepsilon x}
 +c_-\otimes f_-e^{-i\varepsilon x}.
\end{equation}
Since $\sigma_yf_-=if_+$, the two edge conditions are
\begin{align}
 c_+&=i(\boldsymbol\nu_1\cdot\boldsymbol\tau)c_-,\\
 e^{2i\varepsilon W}c_+&=i(\boldsymbol\nu_2\cdot\boldsymbol\tau)c_-.
\end{align}
Eliminate $c_+$ and multiply by $\boldsymbol\nu_1\cdot\boldsymbol\tau$:
\begin{equation}
 (\boldsymbol\nu_1\cdot\boldsymbol\tau)
 (\boldsymbol\nu_2\cdot\boldsymbol\tau)c_-
 =e^{2i\varepsilon W}c_- .
\end{equation}
The matrix on the left equals $\boldsymbol\nu_1\cdot\boldsymbol\nu_2+i(\boldsymbol\nu_1\times\boldsymbol\nu_2)\cdot\boldsymbol\tau$. If $\gamma\in[0,\pi]$ is the angle between the valley vectors, its eigenvalues are $e^{\pm i\gamma}$. Therefore
\begin{equation}
 \varepsilon=\frac{\pi j\pm\gamma/2}{W},\qquad
 j=0,\pm1,\pm2,\ldots
\end{equation}

A longitudinal momentum $\hbar k$ adds $\hbar vk\sigma_y$ to the Hamiltonian. This term anticommutes with the transverse part $-i\hbar v\sigma_x\partial_x$ and preserves both boundary conditions. Squaring the sum gives $E^2=(\hbar v)^2(k^2+\varepsilon^2)$. The gap is consequently at $k=0$:
\begin{equation}
 E_{\rm gap}=\frac{\hbar v\gamma}{W}. \label{eq:gap}
\end{equation}
A common valley rotation of both edges changes nothing, but their relative angle is observable.

For a ribbon of $N$ atomic lines, the missing lines on its two sides are separated by $W=(N+1)a/2$. The valley phase advances by $2KW=4\pi(N+1)/3$. Hence $\gamma=0$ if $N+1$ is divisible by 3, and $\gamma=120^\circ$ otherwise.

\subsection{Numerical example}

Take $t=3.00$ eV and $a=0.250$ nm. These round values give $\hbar v=0.6495$ eV nm and $v=9.87\times10^5$ m/s. For the zigzag edge choose $u=0.60$ eV, so $g=0.200$. Equation~\eqref{eq:nzz} gives
\begin{equation}
 n_x=-\frac{0.400}{1.040}=-0.3846,\qquad
 n_z=-\frac{0.960}{1.040}=-0.9231,
\end{equation}
or $\theta=-112.62^\circ$ in valley $K$. A decaying state there needs $k<0$. At $k=-0.20$ nm$^{-1}$,
\begin{align}
 E&=0.6495\times0.20\times0.3846\ \text{eV}=49.96\ \text{meV},\\
 \kappa^{-1}&=\frac{1}{0.20\times0.9231}\ \text{nm}=5.42\ \text{nm}.
\end{align}
The Dirac bulk band begins at $\hbar v|k|=129.90$ meV. These are leading-order values in $|k|a$; on the nearest-neighbour lattice the decay length at this momentum is about 3\% shorter.

Diagonalizing the nearest-neighbour lattice slab at the same momentum gives 49.38 meV, which is 1.2\% below the Dirac value. Doubling the slab from 400 to 800 rows changes this energy by far less than the digits quoted. The difference is due to the finite momentum: a two-point extrapolation of the lattice result to zero momentum gives a slope of 0.24983 eV nm, against 0.24982 eV nm from \eqref{eq:edge}. The last digit is the error of the extrapolation; as $k\to0$ the lattice slope tends to the Dirac value.

For an armchair ribbon with $N=100$, $W=12.625$ nm and $\gamma=120^\circ=2\pi/3$. Equation~\eqref{eq:gap} gives
\begin{equation}
 E_{\rm gap}=\frac{0.6495\times2\pi/3}{12.625}\ \text{eV}
 =107.75\ \text{meV}.
\end{equation}
The lattice gap is 108.07 meV. With one more line $\gamma=0$, and the lattice gap is zero.

\subsection{Effects left out of the example}

Second-neighbour hopping, with matrix element $-t_2$, alters the zigzag edge. Let $h_0$ be the nearest-neighbour Hamiltonian without $u$. Two nearest-neighbour steps lead either back to the starting site, by one path through each of its nearest neighbours, or to a second neighbour, by exactly one path. The second-neighbour term is therefore
\begin{equation}
 -t_2\left(\frac{h_0^2}{t^2}-D\right),
\end{equation}
where $D$ is the number of nearest neighbours: 3 in the bulk and 2 at the edge. Measured from the shifted bulk Dirac energy $3t_2$, the edge sites acquire an energy $-t_2$.

The term in $h_0^2$ also contributes. Let $w$ be the edge-site probability of the bound state, and let $Q$ project onto the edge sites. Since $h_0\psi_{\rm e}=(E-uQ)\psi_{\rm e}$ for the bound state $\psi_{\rm e}$,
\begin{equation}
 \langle h_0^2\rangle=E^2-2Euw+u^2w.
\end{equation}
First-order perturbation theory in $u$ gives $w=\partial E/\partial u$, so $w$ and $E$ are both proportional to $|k|$ at small $k$. Dropping terms of order $k^2$, the energy shift is $-t_2w(1+g^2)$. This is equivalent, to first order in $t_2$, to
\begin{equation}
 \delta u=-t_2(1+g^2).
\end{equation}
For a rough $t_2=0.10$ eV, $\delta u=-0.104$ eV. The lattice edge energy falls from 49.38 to 41.40 meV, a reduction of 16\%. The direction of the shift follows the sign of $t_2$, which is an assumption here: for $t_2=-0.10$ eV the energy rises to about 57 meV. In an orthogonal-orbital model of a real carbon sheet the second-neighbour element can have the opposite sign to the nearest-neighbour one, so this example gives the size of the effect and not its direction.

Armchair edge bonds can also differ from bulk bonds. At zero longitudinal momentum and $N+1$ divisible by 3, the zero mode varies as $\sin(2\pi j/3)$ across the lines $j$. Its normalized weight on the two outer lines together is $3/(N+1)$. Strengthening their bonds by $\delta t$ therefore opens a first-order gap $6\,\delta t/(N+1)$. For $N=101$ and a rough 10\% strengthening, this is $6\times0.30/102$ eV $=17.6$ meV; lattice diagonalization gives 16.79 meV. The same strengthening raises the gap of the $N=100$ ribbon from 108 to about 125 meV, so the gap quoted for equal bonds is not a prediction for a real ribbon.

The hopping, lattice constant and velocity are roughly those of graphene. The edge-site energy is a free choice, since it depends on the termination. Real edges depart from the assumed straight, uniform and noninteracting edge. With the rough values chosen above, the zigzag state shifts by about 8 meV, and a gap of about 17 meV opens where it would otherwise vanish. The zigzag shift grows nearly in proportion to $t_2$: for $t_2=0.30$ eV the edge energy would fall to about 25 meV. Roughness can mix valleys and momenta, and interactions can change the edge spectrum; neither effect is sized here. Temperature does not enter $M$, but it can affect the occupation of the edge state. The thermal energy at 300 K is 25.85 meV, about half the zigzag edge energy, so thermal occupation matters at room temperature if the Fermi level is near the Dirac point. If the Fermi level is many thermal energies away from the edge state, the occupation hardly changes. The main computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
parameters of all allowed M: 4
parameters with time reversal: 3
largest classification error: 2.0e-15
T-broken test angles: [50. 80.] deg
T-broken, k=+1: E/(hbar v |k|) = 0.1736, 0.6428
T-broken, k=-1: E/(hbar v |k|) = none
T-symmetric, k=+1: E/(hbar v |k|) = 0.6428
T-symmetric, k=-1: E/(hbar v |k|) = 0.6428
hopping t: 3.00 eV
lattice constant a: 0.250 nm
hbar v: 0.6495 eV nm
velocity v: 9.868e+05 m/s
zigzag edge-site energy u: 0.60 eV
ratio g=u/t: 0.200
zigzag n_x, n_z in valley K: -0.3846, -0.9231
zigzag angle theta in valley K: -112.62 deg
edge slope |dE/dq|, Dirac: 0.24982 eV nm
edge slope, lattice limit: 0.24983 eV nm
example momentum q: -0.20 1/nm
edge energy, Dirac: 49.96 meV
edge energy, lattice: 49.38 meV
lattice-curvature shift: -0.59 meV
slab shift, 400 to 800 rows: 4.9e-12 meV
bulk band edge at q, Dirac: 129.90 meV
amplitude decay length: 5.417 nm
second-neighbour hopping (rough): 0.10 eV
edge energy with that hopping: 41.40 meV
second-hopping shift: -7.98 meV
weak-hopping shift, actual/mapped: 0.9980
armchair ribbon lines: 100
ribbon effective width: 12.625 nm
relative valley angle gamma: 120.00 deg
ribbon gap, Dirac: 107.75 meV
ribbon gap, lattice: 108.07 meV
gap with 101 lines, equal bonds: 0.00 meV
edge-bond strengthening (rough): 10 %
gap with 101 lines, strong edge bonds: 16.79 meV
thermal energy at 300 K: 25.85 meV
\end{verbatim}
